# Counting the multiplets of many spins 1/2

**Problem.** A system consists of \(N\) distinguishable spins 1/2, for example electrons localized on \(N\) sites. Its \(2^N\) spin states are sorted into multiplets of total spin \(S\), each with \(2S+1\) states. Let \(d(N,S)\) be the number of multiplets of spin \(S\).

(a) Find \(d(N,S)\) for any \(N\).

(b) Find its leading form for large \(N\) when \(S\) is of order \(\sqrt N\), the first correction, and the range of \(S\) in which the form can be used.

(c) For which \(S\) is the number of multiplets largest?

(d) What fraction of the states are singlets, and what fraction of the multiplets?

(e) Which features of the answer follow from adding classical vectors with random directions?

Evaluate the results for \(N=100\).

**Solution**

Spins are given in units of \(\hbar\). The total spin \(S\) runs in unit steps from 0 (even \(N\)) or 1/2 (odd \(N\)) up to \(N/2\). Two abbreviations are useful:

\[
J=S+\tfrac12,\qquad n=N+1 .
\]

When \(d(N,S)>1\), the division of the spin-\(S\) states into individual multiplets is not unique, but the number of multiplets is. It equals the number of linearly independent spin-\(S\) states with projection \(M=S\).

**(a) The exact number**

A product state with \(k\) spins down has projection \(M=N/2-k\), so there are \(\binom{N}{N/2-M}\) states of projection \(M\). A multiplet of spin \(S'\) contributes one state to each \(M\) with \(|M|\le S'\). For \(M=S\ge0\) this gives

\[
\binom{N}{N/2-S}=\sum_{S'\ge S}d(N,S').
\]

The same relation for \(M=S+1\) contains every term of this sum except \(S'=S\). Subtracting it leaves, with \(k=N/2-S\),

\[
d(N,S)=\binom{N}{k}-\binom{N}{k-1},
\]

where \(\binom{N}{-1}=0\). Both terms can be expressed through \(\binom nk=n!/[k!\,(n-k)!]\). Since \(N!=n!/n\) and \((N-k)!=(n-k)!/(n-k)\),

\[
\binom Nk=\frac{n-k}{n}\binom nk .
\]

Since \((k-1)!=k!/k\) and \(N-k+1=n-k\),

\[
\binom N{k-1}=\frac kn\binom nk .
\]

The difference has the factor \((n-2k)/n\). Here \(n-2k=N+1-N+2S=2S+1=2J\), and therefore \(k=n/2-J\). The result is

\[
d(N,S)=\frac{2J}{n}\binom{n}{n/2-J}=\frac{2S+1}{N+1}\binom{N+1}{N/2-S}. \tag{1}
\]

For \(N=2\) it gives one singlet and one triplet, as it must. The factor \(2S+1\) in (1) holds for every \(N\). It is not the number of states in a multiplet, which has not been counted here; it comes from the difference of two neighbouring binomials.

**(b) Large \(N\)**

Stirling's series is

\[
\ln m!=m\ln m-m+\tfrac12\ln(2\pi m)+\frac1{12m}+O(m^{-3}).
\]

It is applied to the three factorials \(n!\), \(k!\) and \((n-k)!\). Put \(x=J/n\), so that \(k=n(\tfrac12-x)\) and \(n-k=n(\tfrac12+x)\). The terms linear in \(m\) cancel, because \(-n+k+(n-k)=0\). What remains is

\[
\ln\binom nk=n\,h(x)+\frac12\ln\frac{n}{2\pi k(n-k)}+\frac1{12}\left(\frac1n-\frac1k-\frac1{n-k}\right)+\dots
\]

with

\[
h(x)=-(\tfrac12-x)\ln(\tfrac12-x)-(\tfrac12+x)\ln(\tfrac12+x).
\]

Each of the three pieces is now expanded for small \(x\).

*First piece.* With \(y=2x\), taking out the factors 1/2 gives

\[
h=\ln2-\tfrac12\left[(1+y)\ln(1+y)+(1-y)\ln(1-y)\right].
\]

The bracket is the sum of \(\ln(1+y)+\ln(1-y)=-y^2-y^4/2-\dots\) and \(y[\ln(1+y)-\ln(1-y)]=2y^2+2y^4/3+\dots\), which is \(y^2+y^4/6+O(y^6)\). Hence \(h=\ln2-2x^2-\tfrac43x^4+O(x^6)\), and

\[
n\,h=n\ln2-\frac{2J^2}{n}-\frac{4J^4}{3n^3}+O\!\left(\frac{J^6}{n^5}\right).
\]

*Second piece.* Since \(k(n-k)=\tfrac14n^2(1-4x^2)\),

\[
\frac12\ln\frac{n}{2\pi k(n-k)}=\frac12\ln\frac2{\pi n}-\frac12\ln(1-4x^2)=\frac12\ln\frac{2}{\pi n}+\frac{2J^2}{n^2}+\dots
\]

*Third piece.* Since \(1/k+1/(n-k)=n/[k(n-k)]=4/n+\dots\), this piece is \(\tfrac1{12}(1-4)/n=-1/(4n)\) to leading order.

For \(J\) of order \(\sqrt N\), the term \(2J^2/n\) is of order one. The terms \(4J^4/(3n^3)\), \(2J^2/n^2\) and \(1/(4n)\) are of order \(1/N\), and the omitted ones are of order \(1/N^2\).

The last task is to add \(\ln(2J/n)\) and to replace \(n=N+1\) by \(N\). Three changes matter at order \(1/N\) or above:

- \(n\ln2=N\ln2+\ln2\), which gives a factor 2.
- The powers of \(n\) in the prefactor combine to \(-\tfrac32\ln n=-\tfrac32\ln N-\tfrac3{2N}+\dots\)
- The exponent becomes \(-2J^2/n=-2J^2/N+2J^2/N^2+\dots\)

The leading form is therefore

\[
d_{\rm as}(N,S)=2^N\,\frac2N\sqrt{\frac{2}{\pi N}}\;(2S+1)\,e^{-2(S+1/2)^2/N}, \tag{2}
\]

and collecting the terms of order \(1/N\) gives

\[
\ln\frac{d}{d_{\rm as}}=-\frac{7}{4N}+\frac{4J^2}{N^2}-\frac{4J^4}{3N^3}+O(N^{-2}). \tag{3}
\]

The coefficient 7/4 is \(3/2+1/4\), and the coefficient 4 is \(2+2\).

Formula (2) has a direct meaning. The number of states with projection \(M\) is approximately the Gaussian \(2^N\sqrt{2/(\pi N)}\,e^{-2M^2/N}\), with variance \(N/4\). The number of multiplets is its drop between \(M=S\) and \(M=S+1\), hence, to leading order in \(1/N\), minus its slope at the midpoint \(M=S+\tfrac12=J\). The slope supplies the factor \(4J/N\), and the midpoint explains why \(S+\tfrac12\) appears in the exponent.

For \(N=100\) and \(S=5\) we have \(J=5.5\) and \(2J^2/N=0.605\), so that

\[
d_{\rm as}=1.26765\times10^{30}\times0.02\times\sqrt{\frac{2}{100\pi}}\times11\times e^{-0.605}=1.2151\times10^{28}.
\]

The correction (3) is \(-0.0175+0.0121-0.0012=-0.0066\), which predicts \(d/d_{\rm as}=0.9934\). The table compares (1) with (2) for \(N=100\).

| \(S\) | \(d\), exact | \(d_{\rm as}\) | \(d/d_{\rm as}\) |
|---|---|---|---|
| 0 | \(1.978\times10^{27}\) | \(2.013\times10^{27}\) | 0.983 |
| 4 | \(1.2023\times10^{28}\) | \(1.2143\times10^{28}\) | 0.990 |
| 5 | \(1.2070\times10^{28}\) | \(1.2151\times10^{28}\) | 0.993 |
| 10 | \(4.732\times10^{27}\) | \(4.683\times10^{27}\) | 1.010 |
| 20 | \(1.696\times10^{25}\) | \(1.856\times10^{25}\) | 0.914 |
| 30 | \(4.04\times10^{20}\) | \(1.03\times10^{21}\) | 0.393 |
| 50 | 1 | \(1.44\times10^{7}\) | \(6.9\times10^{-8}\) |

The ratio starts below one, rises above it and falls again. Equation (3) accounts for this: the constant term is negative, the quadratic term wins near \(S=10\), and the quartic term wins further out.

The quartic term also sets the limit of validity. At \(J=cN^{3/4}\), with \(c\) fixed, it equals \(-\tfrac43c^4\) and does not vanish as \(N\) grows, while the quadratic term and the next term of \(n\,h\) are of order \(N^{-1/2}\). The relative error of (2) thus tends to zero for large \(N\) if \(J\) is small compared with \(N^{3/4}\). For \(N=1600\), where \(N^{3/4}=253\), the exact number at \(J=252.5\) gives \(\ln(d/d_{\rm as})=-1.28\), and the quartic term alone gives \(-1.32\).

At the far end, \(S=N/2\), there is one multiplet, whereas (2) gives about \(10^7\) for \(N=100\), and the discrepancy grows rapidly with \(N\). This matters when highly polarized multiplets are themselves the subject. It hardly affects sums in which all states carry equal weight, to which these multiplets contribute very little.

**(c) The most frequent spin**

In (2) the dependence on \(J\) is \(J e^{-2J^2/N}\), whose derivative is \((1-4J^2/N)\,e^{-2J^2/N}\). It changes from positive to negative at

\[
J=S+\tfrac12=\frac{\sqrt N}{2}. \tag{4}
\]

The factor \(2S+1\) favours large spin and the Gaussian suppresses it. The compromise lies far below the largest spin \(N/2\).

Because \(S\) is discrete, the true maximum need not sit at (4). It can be located from (1). Raising \(S\) by one lowers \(k\) by one, and \(\binom n{k-1}/\binom nk=k/(n-k+1)\). Therefore

\[
\frac{d(N,S+1)}{d(N,S)}=\frac{(J+1)(n/2-J)}{J\,(n/2+J+1)} . \tag{5}
\]

This ratio is at least one if

\[
\tfrac n2J-J^2+\tfrac n2-J\;\ge\;\tfrac n2J+J^2+J ,
\]

that is, if \(n/4\ge J^2+J\). Adding 1/4 to both sides gives \((n+1)/4\ge(J+\tfrac12)^2\). Since \(n+1=N+2\) and \(J+\tfrac12=S+1\), the condition is

\[
S+1\le\tfrac12\sqrt{N+2}.
\]

The number of multiplets thus grows with each step whose end point lies below this bound, and falls with each step whose end point lies above it. The maximum is at the largest allowed \(S\) not exceeding \(\tfrac12\sqrt{N+2}\). If that \(S\) equals the bound, the ratio is one and \(S-1\) shares the maximum. Allowed spins are one unit apart, so the \(J\) of this maximum lies within 1/2 of \(\tfrac12\sqrt{N+2}\), in agreement with (4) for large \(N\).

For \(N=100\) the smooth peak is at \(J=5\), midway between \(S=4\) and \(S=5\). The bound is \(\tfrac12\sqrt{102}=5.05\), so the maximum is at \(S=5\). It is nearly flat, since (5) with \(J=4.5\) and \(n/2=50.5\) gives

\[
\frac{d(100,5)}{d(100,4)}=\frac{5.5\times46}{4.5\times56}=\frac{253}{252}=1.004 .
\]

**(d) Singlets**

Singlets exist for even \(N\) only, and each is a single state. Setting \(J=\tfrac12\) in (2) gives the exponential \(e^{-1/(2N)}\), which tends to one. The fraction of states that are singlets is then

\[
\frac{d(N,0)}{2^N}\simeq2\sqrt{\frac2\pi}\;N^{-3/2}=1.596\,N^{-3/2}. \tag{6}
\]

The first relative correction is \(-7/(4N)\) from (3) and \(-1/(2N)\) from the exponential, together \(-9/(4N)\).

For \(N=100\), (6) gives \(1.596\times10^{-3}\). The correction lowers this by 2.25 percent to \(1.560\times10^{-3}\), and the exact fraction is \(1.561\times10^{-3}\). For \(N=400\) and \(N=1600\) the exact fractions are \(1.984\times10^{-4}\) and \(2.490\times10^{-5}\). Between these two, \(N\) grows by a factor 4 and the fraction falls by a factor 7.97, close to \(4^{3/2}=8\).

The fraction of multiplets is a different quantity. For even \(N\) each multiplet has one state with \(M=0\), so the total number of multiplets is \(\binom N{N/2}\). From (1),

\[
d(N,0)=\frac1{N+1}\,\frac{(N+1)!}{(N/2)!\,(N/2+1)!}=\frac{1}{N/2+1}\binom N{N/2},
\]

and the singlet fraction of multiplets is \(2/(N+2)\). It falls as \(1/N\), not as \(N^{-3/2}\). The missing factor \(N^{-1/2}\) is the inverse of the mean multiplet size, which grows as \(\sqrt N\). For \(N=100\) the mean size is \(1.26765\times10^{30}/(1.00891\times10^{29})=12.56\). The singlet fraction of multiplets is \(2/102=0.0196\), and \(0.0196/12.56=1.56\times10^{-3}\) recovers the fraction of states.

**(e) Random classical vectors**

Give all \(2^N\) states equal weight, as at a temperature far above all spin interactions. The probability of total spin \(S\) is \(P(S)=(2S+1)\,d/2^N\), and (2) gives

\[
P(S)\simeq\frac{8J^2}{N}\sqrt{\frac2{\pi N}}\,e^{-2J^2/N}=4\pi J^2\left(\frac{2}{\pi N}\right)^{3/2}e^{-2J^2/N}. \tag{7}
\]

This is the distribution of the length \(J\) of a three-dimensional vector whose components are independent Gaussian variables of variance \(\sigma^2=N/4\). Indeed \((2\pi\sigma^2)^{-3/2}=(2/(\pi N))^{3/2}\) and \(J^2/(2\sigma^2)=2J^2/N\).

The classical picture leads to the same law. Represent each spin by a vector of length \(\sqrt{\tfrac12\cdot\tfrac32}=\sqrt3/2\) with a random direction. The squared length 3/4 is shared equally by three components, so each has variance 1/4. The sum of \(N\) independent vectors has variance \(N/4\) per component and becomes Gaussian for large \(N\) by the central limit theorem.

The mean square agrees for every \(N\). In the quantum average the cross terms \(\langle\mathbf s_i\cdot\mathbf s_j\rangle\) vanish for \(i\ne j\), because each spin component has zero trace. Hence \(\langle S(S+1)\rangle=3N/4\), which is 75 for \(N=100\).

The extra weight \(2S+1\) shifts the maximum. The function \(J^2e^{-2J^2/N}\) is stationary where \(2/J=4J/N\), at \(J=\sqrt{N/2}\). For \(N=100\) this is 7.07, and the most probable spin of a state is \(S=7\), whereas the most frequent spin of a multiplet is \(S=5\).

To compare whole distributions, let the quantum value \(S\) stand for classical lengths between \(S\) and \(S+1\), an interval centred on \(J\). Drawing 40000 sets of 100 random directions gives the last column below.

| \(s\) | \(P(S\le s)\), quantum | \(P(\text{length}<s+1)\), classical |
|---|---|---|
| 2 | 0.050 | 0.053 |
| 5 | 0.300 | 0.301 |
| 8 | 0.642 | 0.642 |
| 12 | 0.921 | 0.920 |

The difference in the first row, 0.0035 before rounding, is about three times the sampling standard deviation \(\sqrt{0.05\times0.95/40000}=0.0011\). Part of it is geometric. A ball of radius 3 has volume \(36\pi\), whereas the quantum sum has \(4\pi(0.5^2+1.5^2+2.5^2)=35\pi\) in its place. With the Gaussian factor included, the integral of (7) over lengths from 0 to 3 is 0.0516, and the sum of (7) over \(J=0.5,\,1.5,\,2.5\) is 0.0505. The correction (3), about \(-1.5\) percent for these \(S\), lowers the quantum value further to 0.0497. The classical law has its own finite-\(N\) correction. The characteristic function of the resultant is \([\sin(ka)/(ka)]^N\) with \(a=\sqrt3/2\), and its \(k^4\) term lowers the density at the origin by the relative amount \(3/(4N)\). Integrating it for \(N=100\) gives 0.0513 for lengths below 3. The true gap between the two columns in this row is thus about 0.0015. The remaining 0.0019 is sampling noise, less than two sampling deviations.

The same geometry explains the singlets. A singlet requires the resultant to lie in a region of fixed size around the origin, where the probability density approaches \((2/(\pi N))^{3/2}\) for large \(N\). The exponent 3/2 is half the number of components of the spin vector; it does not depend on the dimension of the lattice on which the sites lie. The prefactor depends on the volume that a singlet stands for, which random vectors alone do not fix: (7) at \(J=\tfrac12\) assigns the singlet a volume \(4\pi J^2=\pi\), which reproduces (6), whereas a ball of radius 1 would give \(4\pi/3\). Random vectors alone thus fix the power of \(N\). The coefficient follows once the multiplet rule of (a) is added. The Gaussian \(\sqrt{2/(\pi N)}\,e^{-2M^2/N}\) for one component drops by \((2/N)\sqrt{2/(\pi N)}\) between \(M=0\) and \(M=1\) to leading order, and this is (6).

Numerical values quoted here were computed with a short program.
